# Quaternion Hermitian Matrices: Real Eigenvalues, Kramers Pairs and Phase Freedom

## First half: real eigenvalues and a unitary eigenbasis

**Q.** With spin-orbit coupling, a one-electron Hamiltonian in $n$ orbitals of each spin is a complex Hermitian matrix of size $2n$. You propose to write it as a quaternion matrix of size $n$. What permits that?

**A.** Time-reversal symmetry. On a two-component function with upper part $x$ and lower part $y$, let

$$K(x,y)=(-y^*,x^*).$$

Applying it twice gives $K^2(x,y)=(-x,-y)$, so $K^2=-1$. It is antiunitary:

$$\langle K\psi|K\phi\rangle=\langle\psi|\phi\rangle^*.$$

For $\psi=(x,y)$ and $\phi=(x',y')$ the left side is $\sum(y\,y'^*+x\,x'^*)$, which is the conjugate of $\sum(x^*x'+y^*y')$.

I assume that the Hamiltonian $H$ is Hermitian, commutes with $K$, and is represented in a finite basis.

**Q.** Does a relativistic Hamiltonian satisfy this?

**A.** The Dirac Hamiltonian with a real scalar potential does. Its kinetic part contains $\boldsymbol\sigma\cdot\mathbf p$, and $K$ acts on the upper and lower pairs of components alike. The momentum $-i\hbar\nabla$ changes sign under complex conjugation. For the Pauli matrices,

$$K\sigma_x(x,y)=(-x^*,y^*),\quad K\sigma_y(x,y)=(ix^*,iy^*),\quad K\sigma_z(x,y)=(y^*,x^*).$$

Each is minus the result of applying $K$ first and the Pauli matrix second, so $K\boldsymbol\sigma=-\boldsymbol\sigma K$. The two signs cancel in $\boldsymbol\sigma\cdot\mathbf p$. The mass term and the potential are real and do not act on spin, so they commute with $K$ too.

**Q.** What does the symmetry do to the matrix?

**A.** Take an orthonormal basis made of $\phi_1,\dots,\phi_n$ and their partners $K\phi_1,\dots,K\phi_n$. I shall justify its existence when we reach degenerate levels. Define

$$C_{pq}=\langle\phi_p|H\phi_q\rangle,\qquad D_{pq}=\langle\phi_p|HK\phi_q\rangle .$$

The other two blocks follow from $HK=KH$ and antiunitarity:

$$\langle K\phi_p|HK\phi_q\rangle=\langle K\phi_p|KH\phi_q\rangle=C_{pq}^* .$$

For the last block, write $\phi_q=-K(K\phi_q)$:

$$\langle K\phi_p|H\phi_q\rangle=-\langle K\phi_p|KHK\phi_q\rangle=-D_{pq}^* .$$

The matrix is therefore

$$\begin{pmatrix}C&D\\-D^*&C^*\end{pmatrix}.$$

Hermiticity requires $C^\dagger=C$ and $-D^*=D^\dagger$. Conjugating the second condition gives $D^T=-D$. The two upper blocks contain all the information.

A state $\sum_p(x_p\phi_p+y_pK\phi_p)$ is mapped by $K$ to $\sum_p(x_p^*K\phi_p-y_p^*\phi_p)$. Hence $K$ acts on coefficient columns by the same rule, $(x,y)\to(-y^*,x^*)$. From here on, $x$ and $y$ are such columns.

**Q.** I see two complex matrices, but no quaternion.

**A.** The quaternion units obey $i^2=j^2=k^2=-1$ and $ij=k=-ji$. From these, $jk=i$, $ki=j$, and reversing the order of two different units changes the sign. Since $k=ij$, every quaternion can be written

$$q=a+bj,\qquad a=q_0+q_1i,\quad b=q_2+q_3i .$$

The unit $j$ anticommutes with $i$, so $ja=a^*j$ for complex $a$. Conjugation reverses the signs of $i,j,k$, giving

$$\bar q=a^*-bj .$$

It also reverses products, $\overline{pq}=\bar q\,\bar p$. For two different units, $\overline{ij}=-k=ji=\bar j\,\bar i$, and the other pairs follow the same pattern. For equal units both sides are $-1$, and linearity in each factor does the rest. The squared length is

$$\bar qq=(a^*-bj)(a+bj)=|a|^2+a^*bj-ba^*j-bb^*j^2=|a|^2+|b|^2 .$$

Every nonzero quaternion therefore has the inverse $\bar q/|q|^2$.

Now put $M=C+Dj$ and call the complex matrix above $\chi(M)$.

**Q.** Putting two blocks into one symbol is bookkeeping. Does multiplication agree?

**A.** It does. Moving $j$ through a complex matrix conjugates that matrix:

$$\begin{aligned}(C+Dj)(E+Fj)&=CE+CFj+DE^*j+DF^*j^2\\&=(CE-DF^*)+(CF+DE^*)j .\end{aligned}$$

The upper row of $\chi(C+Dj)\chi(E+Fj)$ is

$$\bigl(CE+D(-F^*),\;CF+DE^*\bigr),$$

with the same two blocks. Its lower row is $(-D^*E-C^*F^*,\,-D^*F+C^*E^*)$, which has the required conjugate form. Thus $\chi(MN)=\chi(M)\chi(N)$, also for rectangular matrices whose sizes fit.

The quaternion adjoint transposes a matrix and conjugates its entries. Hence $M^\dagger=C^\dagger-D^Tj$ and

$$\chi(M^\dagger)=\begin{pmatrix}C^\dagger&-D^T\\D^\dagger&C^T\end{pmatrix}=\chi(M)^\dagger .$$

The upper row determines $M$, so $\chi$ loses nothing. In particular $M^\dagger=M$ means $C^\dagger=C$ and $D^T=-D$, the conditions found from the Hamiltonian.

**Q.** Quaternions do not commute. On which side of the vector does the eigenvalue stand?

**A.** On the right. For a column $v$ and a quaternion $q$, associativity gives $M(vq)=(Mv)q$. Matrix multiplication is therefore linear for scalars on the right. The equation to study is

$$Mv=v\lambda,\qquad v\ne0 .$$

A left eigenvalue, defined by $Mv=\lambda v$, is a different object.

**Q.** If $M$ is Hermitian, surely both kinds are real?

**A.** No. Consider

$$M=\begin{pmatrix}0&i\\-i&0\end{pmatrix},\qquad v=\begin{pmatrix}1\\-k\end{pmatrix}.$$

Since $ik=-j$, the first component of $Mv$ is $i(-k)=j$. The second is $-i$. Multiplying $v$ by $j$ from the left gives $(j,-jk)=(j,-i)$. Thus $Mv=jv$, and this Hermitian matrix has the non-real left eigenvalue $j$.

Its right eigenvalues behave differently. Direct multiplication gives $M^2=1$, so $Mv=v\lambda$ implies $v=v\lambda^2$. Some component of $v$ is nonzero and can be cancelled, leaving $\lambda^2=1$, or $(\lambda-1)(\lambda+1)=0$. A product of nonzero quaternions is nonzero, so $\lambda=\pm1$. Both occur, with vectors $(1,-i)$ for $+1$ and $(1,i)$ for $-1$.

**Q.** That settles one matrix. Why must every right eigenvalue of a Hermitian matrix be real?

**A.** Consider the single quaternion $s=v^\dagger Mv$. Conjugation reverses products, hence $(MN)^\dagger=N^\dagger M^\dagger$, and

$$\bar s=(v^\dagger Mv)^\dagger=v^\dagger M^\dagger v=v^\dagger Mv=s .$$

A quaternion equal to its conjugate has no $i$, $j$ or $k$ part, so $s$ is real. If $Mv=v\lambda$, then

$$s=v^\dagger v\,\lambda,\qquad v^\dagger v=\sum_p|v_p|^2>0 .$$

Therefore $\lambda=s/(v^\dagger v)$ is real. The proof fails for the left equation because $v^\dagger\lambda v$ has $\lambda$ trapped between two vectors.

**Q.** You have shown that an eigenvalue is real if there is one. An existence proof through the characteristic determinant is awkward with noncommuting entries.

**A.** The complex image avoids that determinant. Write a quaternion column as $v=a+bj$, where $a$ and $b$ are complex columns. Its image has two columns:

$$\chi(v)=\begin{pmatrix}a&b\\-b^*&a^*\end{pmatrix}=(\psi,\,K\psi),\qquad\psi=\begin{pmatrix}a\\-b^*\end{pmatrix}.$$

The second column is $K\psi$ because $K(a,-b^*)=(b,a^*)$. So one quaternion column already holds a complex vector and its time-reversed partner.

The matrix $\chi(M)$ is complex Hermitian. The ordinary spectral theorem supplies a vector $\psi=(x,y)\ne0$ and a real $\lambda$ with $\chi(M)\psi=\lambda\psi$. To make $\psi$ the first column of a vector image, set $a=x$ and $-b^*=y$:

$$v=x-y^*j .$$

**Q.** The first column then satisfies the eigenvalue equation. What about the second?

**A.** The matrix commutes with $K$. In one order,

$$\chi(M)K(x,y)=\bigl(-Cy^*+Dx^*,\;D^*y^*+C^*x^*\bigr).$$

In the other order, $\chi(M)(x,y)=(Cx+Dy,\,-D^*x+C^*y)$, and applying $K$ gives

$$\bigl(-(-D^*x+C^*y)^*,\;(Cx+Dy)^*\bigr)=\bigl(Dx^*-Cy^*,\;C^*x^*+D^*y^*\bigr).$$

The two agree. Since $\lambda$ is real, $\chi(M)K\psi=K(\lambda\psi)=\lambda K\psi$. Both columns obey the equation, so $\chi(Mv)=\chi(v\lambda)$ and hence $Mv=v\lambda$. Read backwards, the argument shows that every quaternion eigenvector gives two complex eigenvectors with one energy.

**Q.** Could $K\psi$ be a multiple of $\psi$, so that no second state exists?

**A.** It is orthogonal to $\psi$. Antiunitarity and $K^2=-1$ give

$$\langle\psi|K\psi\rangle=\langle K\psi|K^2\psi\rangle^*=-\langle K\psi|\psi\rangle^*=-\langle\psi|K\psi\rangle=0 .$$

The norms are equal, so both states are nonzero. This is the Kramers pair. The sign of $K^2$ is essential: with $K^2=+1$ the same line reads $\langle\psi|K\psi\rangle=\langle\psi|K\psi\rangle$ and proves nothing.

**Q.** Suppose an energy is more than doubly degenerate. Can its states still be sorted into orthogonal quaternion vectors?

**A.** First relate the two inner products. From $\chi(u^\dagger v)=\chi(u)^\dagger\chi(v)$, the upper row gives

$$u^\dagger v=\langle\psi_u|\psi_v\rangle+\langle\psi_u|K\psi_v\rangle\,j .$$

Quaternion orthogonality thus means that $\psi_u$ is orthogonal to both $\psi_v$ and $K\psi_v$.

Let $E$ be the complex eigenspace of one energy. It is mapped into itself by $K$. Choose a normalized $\psi_1$ in $E$, and let $W$ be the part of $E$ orthogonal to $\psi_1$ and $K\psi_1$. If $\phi$ lies in $W$, so does $K\phi$:

$$\langle\psi_1|K\phi\rangle=-\langle K\psi_1|\phi\rangle^*=0,\qquad\langle K\psi_1|K\phi\rangle=\langle\psi_1|\phi\rangle^*=0 .$$

Repeat the choice inside $W$. Each round removes two dimensions. The process cannot stop with one dimension left, because a nonzero vector there would bring an orthogonal partner. The dimension of $E$ is therefore an even number $2m$, and we obtain $m$ orthonormal quaternion eigenvectors. I call $m$ the quaternionic multiplicity.

The same argument applied to the whole one-electron basis space, if $K$ maps that space into itself, constructs the paired basis I used at the start.

**Q.** And vectors belonging to different energies?

**A.** Let $Mu=u\lambda$ and $Mv=v\mu$. Then $u^\dagger Mv=u^\dagger v\,\mu$. Since $M$ is Hermitian and $\lambda$ is real, the same quantity is $(Mu)^\dagger v=\lambda\,u^\dagger v$. Subtracting gives

$$(\lambda-\mu)\,u^\dagger v=0 ,$$

so $u^\dagger v=0$ when $\lambda\ne\mu$.

The complex eigenspaces have total dimension $2n=\sum2m$, hence the quaternion vectors number $\sum m=n$. Put them side by side in a square matrix $U$. Orthonormality says $U^\dagger U=1$. Its image is a square complex matrix with $\chi(U)^\dagger\chi(U)=1$, for which $\chi(U)\chi(U)^\dagger=1$ follows, and so $UU^\dagger=1$. The eigenvalue equations together read $MU=U\Lambda$, or

$$U^\dagger MU=\Lambda=\operatorname{diag}(\lambda_1,\dots,\lambda_n),\qquad\lambda_p\ \text{real}.$$

Each $\lambda_p$ appears once here and twice in the spectrum of $\chi(M)$.

## Second half: the phase freedom and a p shell

The second half uses these symbols and results. A quaternion is $q=a+bj$ with $a,b$ complex and $ja=a^*j$. A quaternion Hermitian matrix $M=C+Dj$ has the complex image $\chi(M)$, with upper blocks $C,D$ and lower blocks $-D^*,C^*$. Time reversal is $K(x,y)=(-y^*,x^*)$, with $K^2=-1$. A vector $v=a+bj$ encodes $\psi=(a,-b^*)$ and $K\psi=(b,a^*)$. The equation $Mv=v\lambda$ has real eigenvalues and a unitary eigenbasis. An eigenvalue of quaternionic multiplicity $m$ has $2m$ complex states.

**Q.** A normalized complex eigenvector of a simple eigenvalue is fixed up to a phase $e^{i\theta}$. What replaces this here?

**A.** A quaternion $q$ of unit length, placed on the right. If $Mv=v\lambda$, then

$$M(vq)=v\lambda q=(vq)\lambda ,$$

because the real number $\lambda$ commutes with $q$. The norm is kept, since $(vq)^\dagger(vq)=\bar q\,v^\dagger v\,q=\bar qq=1$.

**Q.** What happens to the two physical states?

**A.** Put $q=\alpha+\beta j$ with $|\alpha|^2+|\beta|^2=1$. Then

$$vq=(a+bj)(\alpha+\beta j)=(\alpha a-\beta^*b)+(\beta a+\alpha^*b)j .$$

The new first state is

$$\psi'=\begin{pmatrix}\alpha a-\beta^*b\\-\beta^*a^*-\alpha b^*\end{pmatrix}=\alpha\begin{pmatrix}a\\-b^*\end{pmatrix}-\beta^*\begin{pmatrix}b\\a^*\end{pmatrix}=\alpha\psi-\beta^*K\psi .$$

Applying $K$ conjugates the coefficients and uses $K^2=-1$:

$$K\psi'=\alpha^*K\psi-\beta K^2\psi=\beta\psi+\alpha^*K\psi .$$

Together,

$$(\psi',K\psi')=(\psi,K\psi)\begin{pmatrix}\alpha&\beta\\-\beta^*&\alpha^*\end{pmatrix}.$$

The matrix is unitary with determinant $|\alpha|^2+|\beta|^2=1$. The quaternion phase is an SU(2) rotation inside the Kramers pair.

**Q.** A two-dimensional eigenspace allows any unitary change of basis, including a common phase. Why is that missing?

**A.** The second state must remain the time-reversed first. If $\psi$ becomes $e^{i\theta}\psi$, its partner becomes $K(e^{i\theta}\psi)=e^{-i\theta}K\psi$. Multiplying both by $e^{i\theta}$ would break this link unless $e^{2i\theta}=1$.

**Q.** Is every other normalized quaternion eigenvector obtained in this way?

**A.** For $m=1$, yes. The complex eigenspace is spanned by $\psi$ and $K\psi$, so the first state of any other eigenvector $v'$ is $\alpha\psi+\gamma K\psi$. Setting $\beta=-\gamma^*$ gives $v'=vq$. Multiplying from the left by $v^\dagger$ identifies the phase as $q=v^\dagger v'$.

For $m>1$ the statement needs a larger freedom. Let the columns of $V$ and $V'$ be two orthonormal bases of the quaternion eigenspace. Then

$$V'=VS,\qquad S=V^\dagger V',\qquad S^\dagger S=V'^\dagger V'=1 .$$

Here $S$ is a quaternion unitary matrix of size $m$; these matrices form the group Sp($m$). Conversely, every such $S$ gives another eigenbasis, as $M(VS)=V\lambda S=(VS)\lambda$. Near $S=1$ write $S=1+X$ with $X$ small. To first order $X^\dagger=-X$. Each diagonal entry then has three real parameters, and each of the $m(m-1)/2$ entries above the diagonal has four:

$$3m+4\,\frac{m(m-1)}2=m(2m+1).$$

For $m=2$ this is ten, whereas separate phases for two vectors supply six.

**Q.** Is the reality of $\lambda$ really needed for the phase freedom?

**A.** It is needed if $\lambda$ is to stay unchanged for every unit $q$. For a general quaternion matrix $G$ with $Gv=v\mu$,

$$G(vq)=v\mu q=(vq)(\bar q\mu q).$$

The eigenvalue itself is rotated, unless $q$ commutes with $\mu$. The one-by-one matrix $G=i$ shows it: $v=1$ has $\mu=i$, but $v=j$ has $\mu=\bar j\,i\,j=-jk=-i$.

**Q.** I would like to see a pair and its phase in an actual matrix.

**A.** Take a model p shell with energies $f_x,f_y,f_z$ for the three real orbitals and spin-orbit coupling $\zeta\,\mathbf l\cdot\mathbf s$. With $\hbar=1$ and $\mathbf s=\boldsymbol\sigma/2$, the coupling is $h\,\mathbf l\cdot\boldsymbol\sigma$, where $h=\zeta/2$. I choose

$$f_x=0,\quad f_y=0.2,\quad f_z=0.5,\quad\zeta=0.6,\quad h=0.3\quad\text{(eV)}.$$

A p orbital is $r_b$ times a radial function, and $\mathbf l$ does not act on the latter. Thus

$$l_kr_b=-i\sum_{cd}\epsilon_{kcd}\,r_c\,\partial_dr_b=-i\sum_c\epsilon_{kcb}\,r_c ,$$

where $\epsilon$ is the antisymmetric symbol with $\epsilon_{xyz}=1$. The matrix elements are $(l_k)_{cb}=-i\epsilon_{kcb}$. In spin blocks,

$$\mathbf l\cdot\boldsymbol\sigma=\begin{pmatrix}l_z&l_x-il_y\\l_x+il_y&-l_z\end{pmatrix}.$$

Spin-up orbitals serve as $\phi_p$, and $K$ turns them into the spin-down ones. So $C=\operatorname{diag}(f_x,f_y,f_z)+hl_z$ and $D=h(l_x-il_y)$. The elements needed are $(l_z)_{xy}=-i$, $(l_y)_{xz}=i$ and $(l_x)_{yz}=-i$. They give

$$M_{xy}=-hi,\qquad M_{xz}=h(-i)(i)j=hj,\qquad M_{yz}=-hij=-hk .$$

**Q.** You still have a quaternion matrix to diagonalize.

**A.** This one becomes real. Let $T=\operatorname{diag}(1,i,j)$, which is unitary, and try $M=TST^\dagger$ with $S$ real symmetric. The off-diagonal elements would be

$$M_{xy}=S_{xy}(-i),\quad M_{xz}=S_{xz}(-j),\quad M_{yz}=iS_{yz}(-j)=-S_{yz}k .$$

They match if $S_{xy}=h$, $S_{xz}=-h$ and $S_{yz}=h$. The diagonal is unchanged, so

$$S=\begin{pmatrix}0&0.3&-0.3\\0.3&0.2&0.3\\-0.3&0.3&0.5\end{pmatrix}\text{ eV}.$$

If $Sw=\lambda w$ with $w$ real, then $v=Tw=(w_1,w_2i,w_3j)$ satisfies $Mv=TSw=v\lambda$.

**Q.** Is that luck, or can a diagonal unitary like $T$ make every three-by-three case real?

**A.** Not every case. A diagonal unitary turns the loop product $M_{xy}M_{yz}M_{zx}$ into $\bar d\,(M_{xy}M_{yz}M_{zx})\,d$ with $|d|=1$, which is real only if the loop product was real. Here it is $(-hi)(-hk)(-hj)=-h^3ikj=-h^3$.

Symmetry gives the eigenvectors a further property. A rotation by $\pi$ about $z$ reverses p$_x$ and p$_y$, and multiplies the spin by $e^{-i\pi\sigma_z/2}=-i\sigma_z$. Since $\chi(i)=i\sigma_z$, the spin part is left multiplication by $-i$. On $v=Tw$ the whole rotation gives

$$(iw_1,\;i\,i\,w_2,\;-i\,j\,w_3)=(w_1i,\;w_2i\,i,\;w_3j\,i)=vi .$$

The rotation changes the eigenvector by a quaternion phase. Doing it twice gives $vi^2=-v$: a full turn reverses the spinor. This sign is why a double group is needed.

**Q.** What are the levels?

**A.** The trace of $S$ is $0.7$ eV. The sum of its principal two-by-two minors is $-0.09-0.09+(0.10-0.09)=-0.17$ eV$^2$. Its determinant is

$$2(0.3)(0.3)(-0.3)-0.2(0.3)^2-0.5(0.3)^2=-0.117\text{ eV}^3 .$$

With $\lambda$ in eV, the characteristic equation is

$$\lambda^3-0.7\lambda^2-0.17\lambda+0.117=0 .$$

Its numerical roots are $-0.4101$, $0.4040$ and $0.7061$. Each is one quaternion eigenvalue and two states of the six-dimensional complex matrix.

For the lowest root, the first two rows of $(S-\lambda)w=0$ are

$$-\lambda w_1+0.3w_2-0.3w_3=0,\qquad0.3w_1+(0.2-\lambda)w_2+0.3w_3=0 .$$

Adding them removes $w_3$:

$$\frac{w_2}{w_1}=-\frac{0.3-\lambda}{0.5-\lambda}=-\frac{0.7101}{0.9101}=-0.780 .$$

The first row then gives $w_3/w_1=-0.780+0.4101/0.3=0.587$. After normalization,

$$w=(0.7155,\,-0.5583,\,0.4199).$$

**Q.** Please turn that into spinors.

**A.** In $v=(w_1,w_2i,w_3j)$ the complex parts are $a=(w_1,iw_2,0)$ and $b=(0,0,w_3)$. Listing the three spin-up coefficients and then the three spin-down ones,

$$\psi=(w_1,iw_2,0;\;0,0,-w_3),\qquad K\psi=(0,0,w_3;\;w_1,-iw_2,0).$$

The first state mixes spin-up p$_x$ and p$_y$ with spin-down p$_z$.

**Q.** So this level has mostly spin up, and its partner mostly spin down?

**A.** That describes the chosen basis of the pair. For $\psi$,

$$\langle\sigma_z\rangle=w_1^2+w_2^2-w_3^2=0.5120+0.3117-0.1763=0.647 .$$

The $x$ and $y$ averages vanish because the two spin parts share no orbital.

Now choose $q=(1+j)/\sqrt2$, so $\alpha=\beta=1/\sqrt2$ and

$$\psi'=\frac{\psi-K\psi}{\sqrt2}=\frac1{\sqrt2}(w_1,iw_2,-w_3;\;-w_1,iw_2,-w_3).$$

For upper part $x$ and lower part $y$, $\langle\sigma_x\rangle=2\operatorname{Re}x^\dagger y$ and $\langle\sigma_y\rangle=2\operatorname{Im}x^\dagger y$. Here $x^\dagger y=\tfrac12(-w_1^2+w_2^2+w_3^2)$ is real and the two parts have equal norm. The spin average is therefore along $x$, with value $-0.024$.

With $q=(1+k)/\sqrt2$ we have $\beta=i/\sqrt2$ and

$$\psi'=\frac{\psi+iK\psi}{\sqrt2}=\frac1{\sqrt2}(w_1,iw_2,iw_3;\;iw_1,w_2,-w_3).$$

Now $x^\dagger y=\tfrac i2(w_1^2-w_2^2+w_3^2)$, and the average is along $y$, with value $0.377$.

The energy is $-0.4101$ eV in all three cases. If $h\to0$, the lowest state becomes pure p$_x$, so $w=(1,0,0)$ up to sign. The three averages then have unit length: the phase simply turns a free spin. Spin-orbit mixing shortens the spin average, and together with the unequal orbital energies it makes the length depend on direction. With $f_x=f_y=f_z=0$ the lowest vector is $w=(1,-1,1)/\sqrt3$, and the same three formulas all give $1/3$.

**Q.** What would a phase on the left have done?

**A.** In general it spoils the eigenvector. With $q=(1+j)/\sqrt2$, for example, the part $v/\sqrt2$ of $qv$ is still an eigenvector, so the error comes from

$$jv=(w_1j,\,-w_2k,\,-w_3).$$

The first component of $M(jv)$ is $(-hi)(-w_2k)+hj(-w_3)=-h(w_2+w_3)j$. Subtract $\lambda w_1j$, where $\lambda w_1=h(w_2-w_3)$ by the first row of $S$. The remainder is $-2hw_2j$.

In the second component, $M_{yx}=hi$ gives $(hw_1-f_yw_2+hw_3+\lambda w_2)k$ after subtraction. Using $\lambda w_2=hw_1+f_yw_2+hw_3$, this is $2h(w_1+w_3)k$.

In the third, $M_{zx}=-hj$ and $M_{zy}=hk$ give $hw_1+hw_2-f_zw_3+\lambda w_3$. Using $\lambda w_3=-hw_1+hw_2+f_zw_3$, this is $2hw_2$.

The residual norm, including the factor $1/\sqrt2$, is

$$\sqrt2\,h\sqrt{2w_2^2+(w_1+w_3)^2}=0.587\text{ eV}$$

for a vector of unit norm. An eigenvector would give zero.

**Q.** Can the larger freedom of a repeated level be seen in the same model?

**A.** Set the crystal field to zero. The characteristic equation becomes

$$\lambda^3-3h^2\lambda+2h^3=(\lambda-h)^2(\lambda+2h)=0 ,$$

with levels $0.3$, $0.3$ and $-0.6$ eV. The upper level has $m=2$ and contains the four states of total angular momentum $3/2$. Indeed $\mathbf l\cdot\mathbf s=\tfrac12[J(J+1)-2-\tfrac34]$ equals $\tfrac12$ for $J=3/2$ and $-1$ for $J=1/2$.

Power iteration shows the difference. Expand a starting vector as $\sum_rv_rc_r$, with quaternion coefficients $c_r$. Multiplying $N$ times by $M+1$ eV gives, with energies in eV,

$$\sum_rv_rc_r(\lambda_r+1)^N .$$

All factors $\lambda_r+1$ are positive here, so the highest level wins after normalization, provided the starting vector has a component in it. If it is simple, the limit is $v_rc_r/|c_r|$: two starts can differ by a unit phase alone. At zero field, the limit keeps both coefficients of the upper level. Two random starts, iterated 600 times, gave normalized vectors with $|v^\dagger v'|=0.333$. A phase relation would require the value 1.

**Q.** Finally, when does the pairing itself fail?

**A.** When $H$ no longer commutes with $K$. Then $K\psi$ need not be an eigenvector at the energy of $\psi$, and time reversal no longer guarantees double degeneracy, although a spatial symmetry may still enforce it. The p shell has such a symmetry. The rotations by $\pi$ about $x$ and about $y$ commute with $H$. Their orbital parts are diagonal and their spin parts are $-i\sigma_x$ and $-i\sigma_y$, so they anticommute with each other, and no level can then hold a single state. To split the levels here, a term must break these rotations as well as time reversal, and the following one does. Add a magnetic term $g\sigma_z$ with $g=0.001$ eV, acting on spin alone in this model. It changes sign under time reversal, so the lower-right block is no longer the conjugate of the upper-left one, and the quaternion form is lost.

Within the lowest pair, $\sigma_z$ has diagonal elements $0.6474$ and $-0.6474$. Its off-diagonal element vanishes because $\psi$ and $K\psi$ share no orbital of the same spin. To first order in $g$ the splitting is

$$2(0.001)(0.6474)=0.001295\text{ eV}.$$

Diagonalizing the full six-dimensional matrix gives $0.001295$ eV at this precision. This number belongs to the spin-only term. A real magnetic field also couples to the orbital motion, giving $g(l_z+\sigma_z)$ with $g=\mu_BB$. For $\psi$, $\langle l_z\rangle=2w_1w_2=-0.799$, and the first-order splitting would be $2(0.001)|0.647-0.799|\approx0.0003$ eV. The field also removes the SU(2) freedom: once the energies differ, each state keeps an ordinary complex phase of its own.

All numerical values are calculated from the stated model.
